# Nitrogen atom flux and ion flux at a plasma wall

**Question.** A nitrogen plasma contains $10^{19}$ nitrogen atoms per cubic metre at 500 K and $10^{16}$ molecular ions N$_2^+$ per cubic metre, with electrons at 2 eV. Do more than a hundred atoms strike the wall for each ion that does, and how does the ratio change with densities, temperatures and collisions?

**Answer.** The density ratio is 1000, but ions do not travel to the wall at their thermal speed. The electric field set up by the electrons accelerates them, and this costs the atoms much of their advantage. Each flux therefore needs its own estimate.

I use SI units, with electron temperature quoted as the energy $kT_e$ in eV. The atoms have mass $m$, density $n_N$ and temperature $T$; the ions have mass $M=2m$, charge $+e$ and density $n_i$. The wall is plane. Two readings of the question matter from the start: $n_i$ is the density in the body of the plasma, and $n_N$ is the density of atoms near the wall. Both are examined below.

## The atom flux

Let $x$ point towards the wall. For a Maxwell distribution, only atoms with $v_x>0$ approach it, so

$$\Gamma_N=n_N\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_x\,e^{-mv_x^2/2kT}\,dv_x .$$

The integral equals $kT/m$, which gives

$$\Gamma_N=n_N\sqrt{\frac{kT}{2\pi m}} .$$

The same result can be written with the mean speed. With $a=m/2kT$,

$$\bar v=4\pi\left(\frac a\pi\right)^{3/2}\int_0^\infty v^3e^{-av^2}dv
=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}
=\sqrt{\frac{8kT}{\pi m}} .$$

A quarter of this is $\sqrt{8kT/16\pi m}=\sqrt{kT/2\pi m}$, so $\Gamma_N=n_N\bar v/4$. One factor of a half arises because half the atoms move away from the wall, the other because the rest approach it obliquely.

For $m=2.326\times10^{-26}$ kg and $T=500$ K, $\bar v=869.4$ m/s and

$$\Gamma_N=\frac{10^{19}\times869.4}{4}=2.17\times10^{21}\ \mathrm{m^{-2}s^{-1}} .$$

## How fast ions enter the sheath

Next to the wall lies a thin positively charged layer, the sheath. Beyond it the plasma is nearly neutral. Let the ions enter the sheath with speed $u_0c_s$, where

$$c_s=\sqrt{\frac{kT_e}{M}} ,$$

and let both densities equal $n_s$ there. Write the fall in potential inside the sheath as $\eta kT_e/e$. For cold ions without collisions, energy conservation gives $v^2=u_0^2c_s^2+2\eta c_s^2$. Since $n_iv$ is constant in the sheath,

$$\frac{n_i}{n_s}=\left(1+\frac{2\eta}{u_0^2}\right)^{-1/2},\qquad
\frac{n_e}{n_s}=e^{-\eta} .$$

The second relation is the Boltzmann law for electrons, nearly all of which are turned back by the field.

Poisson's equation makes $\eta''$ proportional to $n_i-n_e$. Since $\eta$ starts near zero with almost no slope and must grow towards the wall, the charge must be positive at small $\eta$. Expanding to first order,

$$\frac{n_i-n_e}{n_s}\simeq\eta\left(1-\frac1{u_0^2}\right) ,$$

which is negative for $u_0<1$. At $u_0=1$ the first-order term vanishes and the next one is $+\eta^2$. The charge then stays positive for every $\eta>0$, because $e^{2\eta}>1+2\eta$ implies $(1+2\eta)^{-1/2}>e^{-\eta}$. A larger $u_0$ raises the ion density further. Hence ions must enter with at least the speed $c_s$, which is the Bohm criterion.

For N$_2^+$ with 2 eV electrons, $c_s=2625$ m/s. This is about three times the mean speed of the atoms, although each ion is twice as heavy.

## How many ions remain at the sheath edge

Ions gain this speed in the presheath, a neutral region with a weak field. Their density falls on the way. Let $\nu$ be the ionization frequency and $\nu_m$ the frequency of momentum loss to the gas, both uniform. Continuity and momentum balance in a steady state are

$$(nv)'=\nu n,\qquad (Mnv^2)'=enE-Mn\nu_mv ,$$

if new ions are born at rest and so bring no momentum. The left side of the second equation is $Mv(nv)'+Mnvv'=Mn\nu v+Mnvv'$. The Boltzmann law gives $eE=-kT_e\,n'/n$. Therefore

$$vv'=-c_s^2\frac{n'}n-(\nu+\nu_m)v .$$

Ionization acts as a drag, since each new ion must be brought up to speed. Write the total drag frequency as $r\nu$, so that $r=1+\nu_m/\nu$. Measuring speed as $u=v/c_s$ and distance in units of $c_s/\nu$, the equations become

$$u'+u(\ln n)'=1,\qquad uu'+(\ln n)'=-ru .$$

Multiplying the second by $u$ and subtracting it from the first eliminates the density:

$$u'(1-u^2)=1+ru^2 .$$

The slope $u'$ diverges at $u=1$, so a neutral flow starting from rest can be followed only up to $c_s$. The sheath accepts ions only from $c_s$ upwards. In this thin-sheath model the two regions therefore join at $u=1$.

For the density, the second equation gives $(\ln n)'=-u(u'+r)$. Division by $u'$ yields

$$\frac{d\ln n}{du}=-u\left[1+\frac{r(1-u^2)}{1+ru^2}\right]
=-\frac{(1+r)u}{1+ru^2} .$$

Integrating from the midplane, where $u=0$ and $n=n_0$, to the sheath edge gives the edge fraction

$$h=\frac{n_s}{n_0}=(1+r)^{-(1+r)/2r} .$$

To see how drag changes $h$, differentiate the integrand of $-\ln h$ with respect to $r$:

$$\frac{\partial}{\partial r}\frac{(1+r)u}{1+ru^2}
=\frac{u(1-u^2)}{(1+ru^2)^2}\ge0 .$$

More drag therefore lowers the edge density. The largest value belongs to $r=0$, where $d\ln n/du=-u$ and

$$h=e^{-1/2}=0.6065 .$$

This is free fall: the ions turn potential energy into motion with no drag at all, and $n_0$ is the density at the potential where they would start from rest. It is a bound rather than a complete slab solution, since a steady flow without a source cannot carry a flux away from a point where the ions are at rest. If ions are instead born at rest throughout the plasma, $r\ge1$ and $h\le1/2$. I take free fall for the main estimate because it gives the largest ion flux, and so the smallest ratio, in this family of models:

$$\Gamma_i=e^{-1/2}n_ic_s=0.6065\times10^{16}\times2625
=1.59\times10^{19}\ \mathrm{m^{-2}s^{-1}} .$$

## The ratio and its scaling

Dividing the two fluxes and using $M=2m$,

$$R=\frac{\Gamma_N}{\Gamma_i}
=\frac{n_N}{n_i}\,e^{1/2}\sqrt{\frac{kT}{2\pi m}\,\frac{2m}{kT_e}}
=\frac{n_N}{n_i}\,e^{1/2}\sqrt{\frac{T}{\pi T_e}} .$$

The mass cancels: for any gas of diatomic molecules made of one element, the same densities and temperatures give the same ratio in this model. With $kT=0.04309$ eV,

$$R=1000\times1.649\times\sqrt{\frac{0.04309}{\pi\times2}}=136.5 .$$

So the answer to the question is yes under the stated readings, with about 137 atoms per ion. The margin over one hundred is a factor of 1.37, not an order of magnitude.

The ratio is proportional to $n_N/n_i$, so a density ratio of about 732 instead of 1000 would bring it to one hundred. It depends on the temperatures only through square roots. With all else fixed, $R$ reaches one hundred when the electron temperature rises to

$$2\ \mathrm{eV}\times(1.365)^2=3.73\ \mathrm{eV},$$

or when the atoms cool to $500\ \mathrm K/(1.365)^2=268$ K. Hotter electrons pull ions out faster, while colder atoms at fixed density reach the wall more slowly.

## Readings that change the answer

If $10^{16}$ m$^{-3}$ is the ion density at the sheath edge, the factor $e^{-1/2}$ must be dropped from the ion flux. The ratio falls to $136.5\times0.6065=82.8$. The hundredfold claim thus depends on where the density is measured.

If the ions are N$^+$ instead of N$_2^+$, they are lighter by a factor of two and faster by $\sqrt2$. The free-fall ratio is then $136.5/\sqrt2=96.5$, just under one hundred.

If nitrogen nuclei are counted instead of particles, each N$_2^+$ counts twice and the ratio is 68.3. This is the fairer comparison when the question is how much nitrogen each species could deliver. It still says nothing about how much stays in the surface, which depends on sticking and reaction probabilities outside this estimate.

Energy gives another picture. In the flux of atoms, the mean of $mv_x^2/2$ is $kT$, because fast atoms arrive more often; the two directions along the wall add $kT/2$ each. An atom thus brings $2kT=0.086$ eV. For the ions, consider an electrically floating wall, where electron and ion fluxes are equal. The fraction of the edge electron flux that passes the sheath is then

$$e^{-\eta_w}=\frac{c_s}{\sqrt{kT_e/2\pi m_e}}
=\sqrt{\frac{2\pi m_e}{M}}=0.011 ,$$

so $\eta_w\simeq4.5$. An ion enters with $Mc_s^2/2=kT_e/2$ and gains $4.5\,kT_e$, arriving with about 10 eV if it does not collide in the sheath. The ratio of kinetic energy fluxes is $136.5\times0.086/10\simeq1.2$. In the free-fall estimate the atoms far outnumber the ions but bring only about as much kinetic energy. With the presheath collisions treated in the next section, the energy ratio rises to between about two and three, depending on how the collision frequency varies with ion speed. A wall held at a more negative potential than the floating one would shift that balance towards the ions, because each ion would gain more energy in the sheath.

## Ion collisions in a real gas volume

Take a slab of plasma between two walls, with half-width $L=50$ mm and total gas pressure 10 mTorr at 500 K. The N$_2$ density is then $1.83\times10^{20}$ m$^{-3}$, and atoms make up 5.2 % of the gas particles. A rough momentum-loss coefficient of $10^{-15}$ m$^3$/s gives $\nu_m=1.83\times10^5$ s$^{-1}$.

The width of the slab fixes the ionization frequency needed for a steady state. From the equation for $u'$,

$$\frac{\nu L}{c_s}=\int_0^1\frac{1-u^2}{1+ru^2}\,du .$$

The integrand equals $-1/r+(1+1/r)/(1+ru^2)$, as putting both terms over the common denominator shows. Hence

$$\frac{\nu L}{c_s}=-\frac1r+\left(1+\frac1r\right)\frac{\arctan\sqrt r}{\sqrt r} .$$

Since $\nu_m=(r-1)\nu$, multiplying this by $r-1$ must give

$$\frac{\nu_mL}{c_s}=\frac{1.83\times10^5\times0.050}{2625}=3.49 .$$

The solution is $r=11.9$, with $\nu=1.69\times10^4$ s$^{-1}$ and $h=0.25$. The ion flux is $0.25/0.6065$ times its free-fall value, and the ratio rises to about 330. This number depends on the assumption of a uniform collision frequency: if the ions instead have a constant free path, with the same collision frequency at speed $c_s$, then $r$ in the equation for $u'$ is replaced by $1+(\nu_m/\nu)u$, with $\nu_m$ taken at $c_s$, and the ratio is about 220. Without gas collisions, but with ions born at rest, $r=1$ and $h=0.5$; the ratio is then 166. Collisions and ionization drag therefore strengthen the inequality when the midplane densities are held fixed.

For strong collisions, $r\gg1$, the formulas reduce to $h\simeq r^{-1/2}$ and $\nu L/c_s\simeq\pi/(2\sqrt r)$. Because $\nu_m\simeq r\nu$, this means

$$h\simeq\frac{\pi}{2}\,\frac{c_s}{\nu_mL} .$$

With a uniform collision frequency, the flux ratio then grows in proportion to that frequency and to the width. With a constant free path it grows more slowly, roughly as the square root of the width. The example has not reached this limit: the formula would give $h\simeq0.45$ instead of 0.25.

## Loss of atoms at the wall

An absorbing wall works in the opposite direction, because it depletes the atoms in front of it. Let each impact remove an atom with probability $g$, and let $J=g\Gamma$ be the net flux into the wall when $\Gamma$ is the incident flux. I treat the atoms as having the single speed $\bar v$, scattering isotropically with mean free path $\lambda$.

With $\mu$ the cosine of the angle to the $x$ axis, atoms crossing a plane last collided, on average, a distance $\lambda\mu$ back along $x$. For a slowly varying density the net flux is

$$J=\frac{\bar v}{2}\int_{-1}^{1}\mu\,[\,n-\lambda\mu n'\,]\,d\mu=-\frac{\lambda\bar v}{3}n' ,$$

so the diffusion coefficient is $D=\lambda\bar v/3$. Substituting $-\lambda n'=3J/\bar v$ and keeping only $\mu>0$ gives the flux that strikes the wall:

$$\Gamma=\frac{\bar v}{2}\int_0^1\mu\left[n_w+\frac{3J}{\bar v}\mu\right]d\mu
=\frac{n_w\bar v}{4}+\frac J2 .$$

With $J=g\Gamma$, the density at the wall is $n_w=4\Gamma(1-g/2)/\bar v$.

Now let atoms be produced uniformly at rate $S$ per volume. The net flux at distance $x$ from the midplane is $Sx=-Dn'$, so the density difference between midplane and wall is

$$n_0-n_w=\frac{SL^2}{2D}=\frac{g\Gamma L}{2D}=\frac{3g\Gamma L}{2\lambda\bar v} ,$$

where $SL=g\Gamma$ is particle balance. Adding $n_w$ and multiplying by $\bar v/4$,

$$\Gamma=\frac{n_0\bar v/4}{1-g/2+3gL/8\lambda} .$$

With the molecules treated as fixed targets, a rough N–N$_2$ cross-section of $4\times10^{-19}$ m$^2$ gives $\lambda=13.7$ mm. Their thermal motion shortens the actual free path to about 11 mm, but the value suits a diffusion estimate: for hard spheres with this cross-section, kinetic theory gives a diffusion coefficient only about 8 % larger than $\lambda\bar v/3$. For a rough loss probability $g=0.1$, the denominator is $1-0.05+0.137=1.087$, and the atom flux is 0.92 times the simple estimate. The free-fall ratio becomes 126, and the ratio with colliding ions about 300.

For a wall that removes every atom, $g=1$, the factor is 0.534. The slab is only 3.7 mean free paths from midplane to wall, so diffusion is itself approximate. A transport calculation that follows the atoms in separate directions, with diffuse return from the wall, gives 0.913 for $g=0.1$ and 0.513 for $g=1$. The diffusion formula is thus about 1 % and 4 % high relative to that calculation.

If the given atom density is the midplane value, complete absorption brings the free-fall ratio down to 73 by the diffusion formula and to 70 by the transport calculation. The crossing at one hundred follows from setting the denominator equal to 1.365:

$$g=\frac{0.365}{3L/8\lambda-1/2}=0.42 .$$

The transport calculation puts the crossing at about 0.38, but it keeps the single speed, the fixed targets and the isotropic scattering. For Maxwellian atoms colliding as hard spheres with moving N$_2$ molecules of the same cross-section, the factor at $g=1$ is about 0.54 and the crossing about 0.44. That shift is opposite to the diffusion error and larger, so the crossing is known only as roughly 0.4. Combining wall absorption with free-fall ions is deliberately pessimistic, since it lets the gas slow the atoms but not the ions. With collisions included for both and a uniform ion collision frequency, the ratio at $g=1$ is 177 by the diffusion formula and about 170 by the transport calculation. With a constant ion free path it is only about 114. At 2 eV and with these rough coefficients the inequality thus survives a fully absorbing wall in both cases, but the constant-path margin lies within their uncertainty: an N–N$_2$ cross-section of $5\times10^{-19}$ m$^2$ instead of $4\times10^{-19}$ m$^2$ lowers 114 to about 98. At the higher electron temperature this slab would need to sustain itself, estimated in the next section, the constant-path ratio drops to about 90 if the free path is held fixed, or about 86 if the collision frequency at $c_s$ is held fixed, below one hundred either way.

## Smaller corrections and the real case

Ions at the gas temperature add their own pressure to that of the electrons. If they stay isothermal, the term $-kT\,n'/n$ joins $-kT_e\,n'/n$ in the momentum equation, so $T_e$ is replaced by $T_e+T$ and the free-fall ratio falls from 136.5 to 135.1. The Debye length, $\sqrt{\varepsilon_0kT_e/n_ie^2}=0.105$ mm, is far below the 50 mm half-width, which supports the separation into thin sheath and neutral presheath at a floating wall. The 1.1 % of the edge electron flux that escapes there is small enough for the Boltzmann law to serve in this estimate.

A real nitrogen discharge can contain N$^+$ beside N$_2^+$, have walls of several materials and produce plasma unevenly. The limiting cases above size two of these departures: purely atomic ions give 96.5 in free fall, and fully absorbing walls give about 70 in free fall and, at 2 eV, between about 114 and 170 with collisions. The slab model also takes the electron temperature as given. It demands an ionization frequency of $1.69\times10^4$ s$^{-1}$, whereas direct ionization of N$_2$ by Maxwellian electrons at 2 eV supplies only about $10^3$ s$^{-1}$. A slab sustained in this way would need electrons at roughly 3.2 eV. At the same densities the free-fall ratio falls as $T_e^{-1/2}$, to about 108 at that temperature; if the plasma is made elsewhere and flows to the wall, the uniform-source calculation no longer applies.

The numerical output below lists the inputs and the main intermediate values for free fall and for a uniform ion collision frequency. It does not include the constant-free-path results, the hard-sphere atom estimates, the energy fluxes or the ionization-rate estimate.

## Table of computed values

```
atom density: 1e+19 m^-3
ion density in plasma body: 1e+16 m^-3
gas temperature: 500 K
gas thermal energy kT: 0.04309 eV
electron temperature: 2 eV
mass of N atom: 2.326e-26 kg
mass of N2+ ion: 4.652e-26 kg
mean atom speed: 869.4 m/s
atom flux, formula: 2.173e+21 m^-2 s^-1
atom flux, integrated: 2.173e+21 m^-2 s^-1
ion sound speed c_s: 2625 m/s
free-fall edge fraction: 0.6065
ion flux, free fall: 1.592e+19 m^-2 s^-1
ion flux, integrated: 1.592e+19 m^-2 s^-1
flux ratio R: 136.5
ratio of nitrogen nuclei R/2: 68.27
ratio if ion density is at sheath edge: 82.81
ratio if ions are N+: 96.54
electron temperature where R=100: 3.73 eV
gas temperature where R=100: 268 K
min sheath charge/n_s e, entry 1.00 c_s: 1e-06
min sheath charge/n_s e, entry 0.95 c_s: -0.0024
total pressure: 10 mTorr
N2 density: 1.83e+20 m^-3
atom share of gas particles: 5.2 %
slab half-width: 50 mm
ion momentum-loss coefficient (rough): 1e-15 m^3/s
ion collision frequency: 1.83e+05 s^-1
nu_m L/c_s: 3.49
ionization frequency: 1.69e+04 s^-1
drag ratio r: 11.9
edge fraction, r=1: 0.5
flux ratio, r=1: 166
edge fraction, colliding ions: 0.25
flux ratio, colliding ions: 331
N-N2 cross-section (rough): 4e-19 m^2
atom mean free path: 13.7 mm
wall-loss probability (rough): 0.1
atom flux factor, this loss, formula: 0.92
atom flux factor, this loss, transport: 0.913
atom flux factor, loss 1, formula: 0.534
atom flux factor, loss 1, transport: 0.513
free-fall ratio, this loss: 126
free-fall ratio, loss 1: 72.9
loss probability where free-fall ratio=100: 0.42
colliding-ion ratio, this loss: 304
colliding-ion ratio, loss 1: 177
free-fall ratio, ions at gas temperature: 135.1
Debye length: 0.105 mm
escaping share of edge electron flux: 1.1 %
```
